# Branch Points and Intruder States in a Two-State Perturbation Series

A perturbation series for a ground-state energy can diverge even when the physical ground state is well separated from every excited state. This problem finds the cause in the smallest model that shows it, one reference state coupled to one excited state.

Let $H_0$ be diagonal with energies $e_1<e_2$, and let the perturbation $V$ be real and symmetric with diagonal elements $v_{11}$, $v_{22}$ and off-diagonal element $\delta\neq0$. A parameter $z$ switches the perturbation on, $H(z)=H_0+zV$. The physical problem is $z=1$, and the perturbation series is the Taylor series of the energy about $z=0$, evaluated at $z=1$. Energies are in hartree and $z$ is a pure number.

Subtracting $(e_1+zv_{11})$ times the unit matrix shifts both eigenvalues by a linear function of $z$. This changes the orders zero and one of the series and no others, so it cannot affect convergence. What remains is

$$H(z)=\begin{pmatrix}0&z\delta\\ z\delta&\Delta_0-\gamma z\end{pmatrix},\qquad \Delta_0=e_2-e_1>0,\quad \gamma=v_{11}-v_{22}.$$

The difference of the diagonal elements, $g(z)=\Delta_0-\gamma z$, is called the diabatic gap. It ignores the coupling. Its value in the physical problem is $\varepsilon=g(1)=\Delta_0-\gamma$, so that $\Delta_0=\varepsilon+\gamma$. In what follows "the gap" means $\varepsilon$, and the gap shift $\gamma$ is the amount by which the perturbation lowers the diabatic gap between $z=0$ and $z=1$. A negative $\gamma$ means that the perturbation widens it.

**(a) Find the complex values of $z$ at which the two energies coincide, in terms of $\varepsilon$, $\gamma$ and $\delta$. Show that they are branch points of the energy.**

*Solution.* The characteristic equation is

$$(-E)(\Delta_0-\gamma z-E)-\delta^2z^2=E^2-(\Delta_0-\gamma z)E-\delta^2z^2=0,$$

with the roots

$$E_\pm(z)=\tfrac12\left[\Delta_0-\gamma z\pm\sqrt{D(z)}\right],\qquad D(z)=(\Delta_0-\gamma z)^2+4\delta^2z^2.$$

The energies coincide where $D=0$, that is, where $(\Delta_0-\gamma z)^2=-4\delta^2z^2$. Taking the square root gives $\Delta_0-\gamma z=\pm2i\delta z$, hence $\Delta_0=z(\gamma\pm2i\delta)$ and

$$z_\pm=\frac{\Delta_0}{\gamma\pm2i\delta}=\frac{\varepsilon+\gamma}{\gamma\pm2i\delta}.$$

The numerator is the zero-order gap. It takes the form "gap plus $\gamma$" because the gap is defined here at $z=1$.

A coincidence of energies need not be a branch point, so the second claim needs its own argument. Since $\delta\neq0$ and $\Delta_0\neq0$, the two roots of the quadratic $D$ are distinct, and each is a simple zero. Near one of them, $D(z)\approx D'(z_\pm)(z-z_\pm)$. When $z$ goes once around this point, the phase of $D$ grows by $2\pi$ and that of $\sqrt D$ by $\pi$. The root changes sign, and $E_+$ and $E_-$ are exchanged. A loop around both points changes the sign twice and exchanges nothing.

The matrix is also defective there. Subtracting the common eigenvalue $E$ leaves a matrix $M=H(z_\pm)-E$ with zero trace and zero determinant, so $M^2=0$. Its off-diagonal element $z_\pm\delta$ is not zero, so $M\neq0$, and $H(z_\pm)$ has a single eigenvector. This is possible because $H(z)$ is not Hermitian for complex $z$.

**(b) When does the series for the ground-state energy converge at $z=1$? Express the condition through diabatic gaps.**

*Solution.* At $z=0$ the ground state has $E=0$, which is $E_-$ with $\sqrt{D(0)}=+\Delta_0$. The two branch points are complex conjugates with the common modulus

$$\rho=|z_\pm|=\frac{\Delta_0}{\sqrt{\gamma^2+4\delta^2}}.$$

In the disc $|z|<\rho$ the function $D$ has no zero, so $\sqrt D$ and $E_-$ are analytic there. On the edge of the disc $E_-$ has branch points. The radius of convergence is therefore $\rho$. The series diverges at $z=1$ if $\rho<1$ and converges if $\rho>1$. The case $\rho=1$ needs the size of the coefficients; part (e) shows that the series then converges.

When the series converges, its sum is the lower physical energy. For real $z$, $D$ is a sum of two squares that cannot vanish together, so $\sqrt D$ stays positive from $z=0$ to $z=1$.

The condition $\rho\ge1$ means $\Delta_0^2\ge\gamma^2+4\delta^2$, or

$$(\Delta_0-\gamma)(\Delta_0+\gamma)\ge4\delta^2.$$

The first factor is $g(1)=\varepsilon$. The second is $g(-1)=\varepsilon+2\gamma$, the diabatic gap with the perturbation reversed in sign. Hence

$$g(1)\,g(-1)=\varepsilon(\varepsilon+2\gamma)\ge4\delta^2 .$$

The two factors add up to $2\Delta_0>0$, so they cannot both be negative, and convergence requires both to be positive. A Taylor series about $z=0$ converges in a disc, and its convergence at $z=1$ is thus tied to what happens at $z=-1$, although that problem has no physical meaning.

**(c) An intruder is an excited state whose branch points with the ground state lie inside the unit circle. It is called a front-door intruder if they have a positive real part and a back-door intruder if the real part is negative. Find the conditions for each, and say what is seen on the real axis.**

*Solution.* Multiplying numerator and denominator of $z_\pm$ by $\gamma\mp2i\delta$ gives

$$z_\pm=\frac{\Delta_0\gamma}{\gamma^2+4\delta^2}\mp i\,\frac{2\delta\Delta_0}{\gamma^2+4\delta^2}.$$

Since $\Delta_0>0$, the sign of the real part is the sign of $\gamma$.

*Front door, $\gamma>0$.* The condition $\rho<1$ reads $\varepsilon+\gamma<\sqrt{\gamma^2+4\delta^2}$, or

$$\varepsilon<\sqrt{\gamma^2+4\delta^2}-\gamma .$$

For $|\delta|\ll\gamma$ the right side is approximately $2\delta^2/\gamma$, which is small. The perturbation has then brought the two diabatic states close together at $z=1$ or has already reversed their order ($\varepsilon<0$). For weak coupling the difficulty is thus visible in the physical problem. For strong coupling it need not be: $\Delta_0=1$, $\gamma=0.1$, $\delta=0.6$ hartree give $\rho=0.83$ although $\varepsilon=0.9$ hartree.

*Back door, $\gamma<0$.* The condition is

$$\Delta_0<\sqrt{\gamma^2+4\delta^2}.$$

For weak coupling this is nearly $\Delta_0<|\gamma|$: the perturbation changes the gap by more than the zero-order gap. The physical gap $\varepsilon=\Delta_0+|\gamma|$ exceeds $|\gamma|$ and may be large. The diabatic states cross at $z=-\Delta_0/|\gamma|$, where the perturbation has the wrong sign. Weakening the coupling does not remove such an intruder as long as $\Delta_0<|\gamma|$ and $\delta\neq0$.

*Neither, $\gamma=0$.* The branch points are $\pm i\Delta_0/(2\delta)$ up to order. The series diverges for $2|\delta|>\Delta_0$ because the coupling is strong, and neither name applies.

On the real axis the distance between the two energies is $\sqrt{D(x)}$. The quadratic $D$ has leading coefficient $\gamma^2+4\delta^2$ and zeros $z_\pm$, so

$$D(x)=(\gamma^2+4\delta^2)\left[(x-\mathrm{Re}\,z_\pm)^2+(\mathrm{Im}\,z_\pm)^2\right].$$

The energies approach each other most closely at $x=\mathrm{Re}\,z_\pm$, and their distance there is

$$\sqrt{\gamma^2+4\delta^2}\;|\mathrm{Im}\,z_\pm|=\frac{2|\delta|\Delta_0}{\sqrt{\gamma^2+4\delta^2}}=2|\delta|\rho .$$

An intruder thus gives a minimum of the distance between $x=-1$ and $x=1$, an avoided crossing. The distance at the minimum is the fraction $2|\delta|/\sqrt{\gamma^2+4\delta^2}$ of its value $\Delta_0$ at $x=0$, so the crossing is pronounced for $|\delta|\ll|\gamma|$ and hardly visible for $|\delta|\gg|\gamma|$. The ratio $|\mathrm{Im}\,z_\pm/\mathrm{Re}\,z_\pm|=2|\delta/\gamma|$ tells how sharp it is. An avoided crossing between $-1$ and $1$ does not by itself imply divergence: for $\gamma\to0$ it moves to $x=0$, while the series still converges if $2|\delta|<\Delta_0$. The modulus decides, not the real part.

**(d) Derive a closed formula for the energy $E_n$ of order $n\ge2$. What do the second and third orders reveal?**

*Solution.* $D$ depends on $\delta^2$, so $\delta>0$ may be assumed. Write $\gamma+2i\delta=\sqrt{\gamma^2+4\delta^2}\,e^{i\theta}$ with $0<\theta<\pi$. Then $1/z_\pm=e^{\pm i\theta}/\rho$, and two relations follow from the definition of $\rho$:

$$\frac{\cos\theta}{\rho}=\frac{\gamma}{\Delta_0},\qquad\frac{\sin\theta}{\rho}=\frac{2\delta}{\Delta_0}.$$

$D$ has the zeros $z_\pm$ and the value $\Delta_0^2$ at $z=0$. With $t=z/\rho$ and $x=\cos\theta$,

$$D=\Delta_0^2\left(1-\frac z{z_+}\right)\left(1-\frac z{z_-}\right)=\Delta_0^2\,(1-2xt+t^2).$$

The generating function of the Legendre polynomials is $(1-2xt+t^2)^{-1/2}=\sum_nP_n(x)t^n$. Multiplying it by $1-2xt+t^2$ gives the square root itself. Its coefficient of $t^n$, for $n\ge2$, is

$$s_n=P_n-2xP_{n-1}+P_{n-2}.$$

The recurrence $nP_n=(2n-1)xP_{n-1}-(n-1)P_{n-2}$ gives $2xP_{n-1}=[2nP_n+(2n-2)P_{n-2}]/(2n-1)$. Inserting this,

$$s_n=\frac{(2n-1-2n)P_n+(2n-1-2n+2)P_{n-2}}{2n-1}=\frac{P_{n-2}-P_n}{2n-1}.$$

In $E_-=\frac12[\Delta_0-\gamma z-\sqrt D]$ the linear part does not contribute for $n\ge2$, so

$$E_n=-\frac{\Delta_0}{2\rho^n}\,\frac{P_{n-2}(\cos\theta)-P_n(\cos\theta)}{2n-1}.$$

For $n=2$, $P_0-P_2=\frac32(1-x^2)$ and $s_2=\frac12\sin^2\theta$. For $n=3$, $P_1-P_3=\frac52x(1-x^2)$ and $s_3=\frac12\cos\theta\sin^2\theta$. With the two relations above,

$$E_2=-\frac{\Delta_0}{4}\,\frac{\sin^2\theta}{\rho^2}=-\frac{\delta^2}{\Delta_0},\qquad \frac{E_3}{E_2}=\frac{\cos\theta}{\rho}=\frac{\gamma}{\Delta_0}.$$

In this model the sign of $E_3/E_2$ shows in which half-plane the branch points lie. Their modulus also requires $\delta$, which $E_2$ supplies once $\Delta_0$ is known.

The weak-coupling limit shows what the higher orders do. The characteristic equation can be written $E=-\delta^2z^2/[g(z)-E]$. To lowest order in $\delta^2$ the $E$ in the denominator drops out:

$$E_-(z)\approx-\frac{\delta^2z^2}{\Delta_0-\gamma z}=-\frac{\delta^2}{\Delta_0}\sum_{n\ge2}\left(\frac{\gamma}{\Delta_0}\right)^{n-2}z^n .$$

Second order uses the zero-order gap in its denominator, and the higher orders correct it step by step. If $|\gamma|<\Delta_0$, the geometric series at $z=1$ sums to $-\delta^2/\varepsilon$, with the physical gap. If $\gamma<-\Delta_0$, the expression $-\delta^2/\varepsilon$ is still a good weak-coupling energy, but the expansion that should lead to it diverges.

**(e) How does $E_n$ behave at large $n$? Settle the case $\rho=1$, and find the sign patterns of the two kinds of intruder.**

*Solution.* Factorize

$$\sqrt{1-2t\cos\theta+t^2}=(1-te^{i\theta})^{1/2}(1-te^{-i\theta})^{1/2}.$$

The large-order coefficients come from the singularities at $t=e^{\pm i\theta}$. Near $t=e^{i\theta}$ the second factor is singular, and the first may be replaced by its value there, $(1-e^{2i\theta})^{1/2}$. Since

$$1-e^{2i\theta}=-2i\sin\theta\,e^{i\theta}=2\sin\theta\,e^{i(\theta-\pi/2)},$$

this value is $\sqrt{2\sin\theta}\,e^{i(\theta/2-\pi/4)}$. The principal root is right, because $1-te^{i\theta}$ has a positive real part for $|t|<1$.

The coefficient of $u^n$ in $(1-u)^{1/2}$ is $-\binom{2n}{n}/[4^n(2n-1)]$. Stirling's formula gives $\binom{2n}{n}\approx4^n/\sqrt{\pi n}$, so the coefficient tends to $-1/(2\sqrt\pi\,n^{3/2})$. With $u=te^{-i\theta}$ it acquires the factor $e^{-in\theta}$. The other singularity contributes the complex conjugate, and the sum is twice the real part:

$$s_n\approx-\sqrt{\frac{2\sin\theta}{\pi}}\;\frac{\cos[(n-\frac12)\theta+\frac\pi4]}{n^{3/2}} .$$

Therefore

$$E_n\approx\frac{\Delta_0}{2}\sqrt{\frac{2\sin\theta}{\pi}}\;\frac{\cos[(n-\frac12)\theta+\frac\pi4]}{n^{3/2}\,\rho^{n}} .$$

The next term in the expansion of the regular factor gives a correction smaller by a factor of order $1/(n\sin\theta)$, since the two singularities are $2\sin\theta$ apart. The formula requires $n\sin\theta\gg1$.

For $\rho=1$ the terms are bounded by a constant times $n^{-3/2}$, so the series converges absolutely. By Abel's theorem its sum is the limit of $E_-(z)$ as $z\to1$ from below, which is $E_-(1)$. The condition in part (b) therefore includes the equality sign.

The modulus sets the growth and the angle sets the signs. For a sharp front-door intruder $\theta$ is small, and the terms keep one sign over runs of about $\pi/\theta$ orders. For a sharp back-door intruder $\theta=\pi-\varphi$ with small $\varphi$. The parity $P_n(-x)=(-1)^nP_n(x)$ then multiplies the pattern for the angle $\varphi$ by $(-1)^n$, and the signs alternate, with a break after each run of about $\pi/\varphi$ orders.

The first run starts at $n=2$ with $E_2<0$. For a small angle the cosine is positive until its argument reaches $\pi/2$, that is, for $n\theta$ below about $\pi/4$, which would give $E_n>0$. There the large-order formula does not hold. A small $\theta$ means $|\delta|\ll\gamma$, and the weak-coupling series of part (d) shows that the low-order terms are all negative. The first run therefore joins the negative half-wave of the cosine, and as a rough estimate it ends where that half-wave ends, at $(n-\frac12)\theta+\frac\pi4=\frac{3\pi}2$, or $n=\frac12+5\pi/(4\theta)$, with $\varphi$ in place of $\theta$ for the back door.

**(f) Classify three models with $\Delta_0=1$ hartree, whose $(\varepsilon,\gamma,\delta)$ in hartree are A $(0.1,\,0.9,\,0.3)$, B $(2.2,\,-1.2,\,0.1)$ and C $(1.5,\,-0.5,\,0.2)$. Describe their series.**

*Solution.* For A, $\gamma^2+4\delta^2=0.81+0.36=1.17$, so

$$z_\pm=\frac{0.9\mp0.6i}{1.17}=0.769\mp0.513i,\qquad\rho=\frac1{\sqrt{1.17}}=0.925 .$$

This is a front-door intruder. The gap criterion agrees: $0.1\times1.9=0.19$ is less than $4\delta^2=0.36$. The diabatic states would cross at $z=1/0.9$, outside the unit circle; the coupling puts the branch points inside.

For B, $\gamma^2+4\delta^2=1.44+0.04=1.48$, which gives $z_\pm=-0.811\mp0.135i$ and $\rho=0.822$. This is a back-door intruder, although the physical gap is 2.2 hartree and the coupling only 0.1 hartree. The gap at $z=-1$ is $-0.2$ hartree, so the gap product is negative. The energies approach to $2\times0.1\times0.822=0.164$ hartree at $z=-0.811$.

For C, $\gamma^2+4\delta^2=0.25+0.16=0.41$, which gives $z_\pm=-1.220\mp0.976i$ and $\rho=1.562$. There is no intruder, and the gap product $1.5\times0.5=0.75$ exceeds $0.16$.

The errors, defined as the partial sum through order $n$ minus the exact ground-state energy of each model, are in hartree:

| $n$ | A | B | C |
|---|---|---|---|
| 5 | $-0.025$ | $0.0092$ | $4.1\times10^{-4}$ |
| 10 | $0.012$ | $-0.019$ | $8.2\times10^{-6}$ |
| 20 | $0.0004$ | $-0.025$ | $-4.9\times10^{-8}$ |
| 40 | $-0.033$ | $0.36$ | $-8.5\times10^{-12}$ |
| 80 | $-0.29$ | $96$ | below $10^{-15}$ in size |

Series A diverges slowly because $\rho$ is close to 1. Its error changes sign, and the small value at $n=20$ is no sign of convergence.

In B the exact energy is $-0.00454$ hartree, close to $-\delta^2/\varepsilon=-0.01/2.2=-0.00455$ hartree. Second order gives $-\delta^2/\Delta_0=-0.010$ hartree, more than twice as much, because it uses a gap of 1 instead of 2.2 hartree. The next terms, $0.0120$, $-0.0143$ and $0.0169$ hartree, alternate and grow.

The sign patterns can be compared with part (e). In A, $\theta=33.7^\circ$, and the first run should end at $0.5+225/33.7=7.2$. The terms are indeed negative through order 7 and positive at order 8. In B, $\varphi=180^\circ-170.54^\circ=9.46^\circ$, which gives 24.3, while the alternation is in fact first broken at order 24. The estimate is slightly late. At the end of the first run $n\sin\theta$ is only about 4 in both models, so the large-order formula is not yet accurate there. It is late in A as well: $E_7=-6.6\times10^{-4}$ hartree is nearly zero beside $E_8=0.0145$ hartree, which puts the sign change just above 7 rather than at 7.2, and only the rounding to whole orders hides the difference.

**(g) A level shift adds $s$ to the excited energy in $H_0$ and subtracts it from the same diagonal element of $V$. Which intruders can it remove?**

*Solution.* The physical Hamiltonian is unchanged, so $\varepsilon$ and $\delta$ stay fixed, while $\Delta_0\to\Delta_0+s$ and $\gamma\to\gamma+s$. The shift must keep $\Delta_0+s>0$. The criterion of part (b) becomes $\varepsilon(\varepsilon+2\gamma+2s)\ge4\delta^2$. For $\varepsilon>0$, division by $2\varepsilon$ gives

$$s\ge\frac{4\delta^2-\varepsilon^2}{2\varepsilon}-\gamma .$$

A back-door intruder has $\varepsilon>0$ and can therefore be removed. For model B the smallest shift is $(0.04-4.84)/4.4+1.2=0.109$ hartree. With $s=0.5$ hartree, $\Delta_0=1.5$ and $\gamma=-0.7$ hartree, so $z_\pm=-1.98\mp0.57i$ and $\rho=2.06$. The error at $n=10$ falls from $-0.019$ to $-1.9\times10^{-6}$ hartree, with the same exact energy.

A front-door intruder with $\varepsilon>0$ can also be removed, but the required shift grows as $2\delta^2/\varepsilon$ when $\varepsilon\to0$. For $\varepsilon\le0$ no allowed shift helps, because part (b) requires a positive $\varepsilon$ for convergence. The reference state is then no longer the lower diabatic state of the physical problem, and a different reference is needed. For $\varepsilon<0$ the other state can serve, since its gap is $\varepsilon'=-\varepsilon>0$, but only with a new $H_0$. With the old $H_0$ the function $D$ and its zeros are unchanged, and the series about the other state diverges as well. The old reference must be shifted up in $H_0$ until it lies above the new one by a zero-order gap $\Delta_0'$ that satisfies the criterion of part (b), $\varepsilon'(2\Delta_0'-\varepsilon')\ge4\delta^2$. For $\varepsilon=0$ the exchange changes nothing, and the reference must be a combination of the two states.

A very large shift is a poor choice too. As $s\to\infty$ the difference $\Delta_0-\gamma=\varepsilon$ stays fixed while both terms grow, so $\rho\to1$ and convergence becomes slow.

These statements hold for two states. With more states there are more branch points, and those of the ground-state energy nearest to $z=0$ set the radius of convergence. The model describes such a series to the extent that two states dominate the nearest pair. The numerical check checks the formulas against order-by-order perturbation theory and direct diagonalization.

## Calculated quantities

```
FRONT: front-door intruder
 gap, gamma, delta = 0.10, 0.90, 0.30 hartree
 zero-order gap = 1.000 hartree
 branch points = 0.76923 +- 0.51282 i (no unit)
 modulus = 0.92450, angle = 33.69 degrees
 diabatic gap at z=-1 = 1.900 hartree; gap product = 0.1900, 4 delta^2 = 0.3600 hartree^2
 smallest real-axis gap = 0.55470 hartree at z = 0.76923
 E2..E8 (hartree): -9.000e-02 -8.100e-02 -6.480e-02 -4.374e-02 -2.114e-02 -6.561e-04 1.450e-02
 initial sign pattern first broken at order 8
 exact ground energy = -0.25413813 hartree
 sum minus exact (hartree): n=5: -2.54e-02, n=10: 1.17e-02, n=20: 3.91e-04, n=40: -3.29e-02, n=80: -2.86e-01
BACK: back-door intruder
 gap, gamma, delta = 2.20, -1.20, 0.10 hartree
 zero-order gap = 1.000 hartree
 branch points = -0.81081 +- 0.13514 i (no unit)
 modulus = 0.82199, angle = 170.54 degrees
 diabatic gap at z=-1 = -0.200 hartree; gap product = -0.4400, 4 delta^2 = 0.0400 hartree^2
 smallest real-axis gap = 0.16440 hartree at z = -0.81081
 E2..E8 (hartree): -1.000e-02 1.200e-02 -1.430e-02 1.692e-02 -1.987e-02 2.317e-02 -2.679e-02
 initial sign pattern first broken at order 24
 exact ground energy = -0.00453610 hartree
 sum minus exact (hartree): n=5: 9.16e-03, n=10: -1.85e-02, n=20: -2.54e-02, n=40: 3.62e-01, n=80: 9.58e+01
REGULAR: no intruder
 gap, gamma, delta = 1.50, -0.50, 0.20 hartree
 zero-order gap = 1.000 hartree
 branch points = -1.21951 +- 0.97561 i (no unit)
 modulus = 1.56174, angle = 141.34 degrees
 diabatic gap at z=-1 = 0.500 hartree; gap product = 0.7500, 4 delta^2 = 0.1600 hartree^2
 smallest real-axis gap = 0.62470 hartree at z = -1.21951
 E2..E8 (hartree): -4.000e-02 2.000e-02 -8.400e-03 2.600e-03 -2.280e-04 -4.300e-04 4.078e-04
 initial sign pattern first broken at order 7
 exact ground energy = -0.02620873 hartree
 sum minus exact (hartree): n=5: 4.09e-04, n=10: 8.15e-06, n=20: -4.88e-08, n=40: -8.48e-12, n=80: 3.47e-18
SHIFTED BACK: no intruder
 gap, gamma, delta = 2.20, -0.70, 0.10 hartree
 zero-order gap = 1.500 hartree
 branch points = -1.98113 +- 0.56604 i (no unit)
 modulus = 2.06041, angle = 164.05 degrees
 diabatic gap at z=-1 = 0.800 hartree; gap product = 1.7600, 4 delta^2 = 0.0400 hartree^2
 smallest real-axis gap = 0.41208 hartree at z = -1.98113
 E2..E8 (hartree): -6.667e-03 3.111e-03 -1.422e-03 6.360e-04 -2.777e-04 1.181e-04 -4.864e-05
 initial sign pattern first broken at order 15
 exact ground energy = -0.00453610 hartree
 sum minus exact (hartree): n=5: 1.94e-04, n=10: -1.93e-06, n=20: 5.93e-10, n=40: 9.54e-17, n=80: 0.00e+00
SCAN: 40 models, 18 convergent, 8 with gap <= 0 (all divergent)
BOUNDARY: gap, gamma, delta = 0.4, 0.6, 0.4 hartree
 modulus = 1.00000; error at order 200 = -1.09e-04 hartree
 largest n^(3/2)*|error|, n=50..200: 0.399 hartree
LEVEL SHIFT: smallest for BACK = 0.10909 hartree; used = 0.50 hartree
```
